**Newton iteration on an exponential charge balance**

The program studies a gated film obeying q t N_D (exp(ψ/V_t) − 1) = C (V_G − ψ), where ψ is the film potential from flat band, V_t the thermal voltage, t the film thickness, N_D the donor density, C the insulator capacitance per area and V_G the gate voltage from flat band. With x the distance above the root in units of V_t and A the ratio of carrier to insulator capacitance there, Newton steps are close to V_t while the exponential dominates. The program asserts the derived Newton map against numerical derivatives of the original balance, the bound on steps longer than V_t, and the step-count bracket over a range of A and starting points. For the example, a start at 1.0 V takes 38 steps to reach 10⁻⁹ V_t, and a flat-band start takes 18 because its first step overshoots by 12.3 V_t. A 2 V_t cap leaves the first count unchanged and reduces the second to 7. Using electron charge as the unknown takes 5 steps from flat band but fails from 1.0 V; the printed first value of −18.000 is limited by floating-point subtraction, and the formula gives −18.2. Fermi–Dirac filling of square-well subbands reduces the count from 1.0 V to 9, so the long crawl belongs to the Boltzmann model.

## Numerical check

```python
"""
Result under test: Newton iteration for a gated film with Boltzmann electrons,
    R(psi) = q t N_D (exp(psi/Vt) - 1) - C (V_G - psi) = 0,
descends by about one thermal voltage Vt per step from a potential far too high.
psi: film potential from flat band; C: insulator capacitance per area;
V_G: gate voltage from flat band; t: film thickness; N_D: donor density.
x = (psi - root)/Vt; A = carrier/insulator capacitance ratio at the root.
Predicted map: x_new = A e^x/(1 + A e^x) * (x - 1 + e^-x).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import lambertw, expit

mp.mp.dps = 50
q = const.e
eps0 = const.epsilon_0 / 100.0          # F/cm


def balance(charge0, cap, vg, vt):
    """Residual and slope of the charge balance."""
    def residual(p):
        return charge0 * np.expm1(p / vt) - cap * (vg - p)

    def slope(p):
        return charge0 * np.exp(p / vt) / vt + cap
    return residual, slope


def newton(functions, start, root, vt, limit=None):
    """All iterates until the distance to the root is below 1e-9 Vt."""
    residual, slope = functions
    path = [start]
    while abs(path[-1] - root) > 1e-9 * vt:
        change = -residual(path[-1]) / slope(path[-1])
        if limit is not None:
            change = max(-limit, min(limit, change))
        path.append(path[-1] + change)
        assert len(path) < 500
    return np.array(path)


def steps_to_one(path, root, vt):
    """Number of steps until the excess is at most one Vt."""
    return int(np.argmax((path - root) / vt <= 1.0))


# Rough parameters in the regime of a thin SnO2 transistor channel
T = 300.0
t_film, t_ins = 4e-7, 20e-7             # cm
N_D, V_G, start_high = 1e16, 0.5, 1.0   # cm^-3, V, V
eps_ins, eps_film, mass = 3.9, 10.0, 0.3
Vt = const.k * T / q
C = eps_ins * eps0 / t_ins
Q0 = q * t_film * N_D
a, g = Q0 / (C * Vt), V_G / Vt
model = balance(Q0, C, V_G, Vt)
root = brentq(model[0], 0.0, 1.0, xtol=1e-15)
root_lambert = Vt * (g + a - lambertw(a * np.exp(g + a)).real)
assert abs(root - root_lambert) < 1e-11
A = a * np.exp(root / Vt)
n_root = N_D * np.exp(root / Vt)

# Newton map from the original residual with a numerical derivative
am, gm = mp.mpf(a), mp.mpf(g)
um = gm + am - mp.lambertw(am * mp.exp(gm + am)).real
Am = am * mp.exp(um)


def raw_step(x):
    def f(u):
        return am * (mp.exp(u) - 1) + u - gm
    return f(um + x) / mp.diff(f, um + x)


for value in (-4, -1, 0.3, 1, 5, 12, 20, 30):
    x = mp.mpf(value)
    share = Am * mp.exp(x) / (1 + Am * mp.exp(x))
    assert abs(x - raw_step(x) - share * (x - 1 + mp.exp(-x))) < mp.mpf(10)**-18

# Steps cross one Vt at x = 1 + A; the excess obeys its bound
excess_bound = mp.exp(-(2 + Am)) / Am
assert raw_step(1 + Am - mp.mpf('0.1')) < 1
largest_excess = mp.mpf(0)
for y in (0.1, 0.5, 1.0, 1.5, 3.0, 8.0):
    excess = raw_step(1 + Am + mp.mpf(y)) - 1
    assert 0 < excess < excess_bound
    largest_excess = max(largest_excess, excess)

# Step-count bracket and quadratic finish over weak and strong coupling
deficit_sum = np.exp(-1) / (1 - np.exp(-(1 - np.exp(-1))))
for ratio in (0.01, 0.3, 1.0, 15.0, 100.0):
    for x0 in (1.4, 2.3, 7.7, 20.4, 45.1):
        path = newton(balance(ratio, 1.0, 0.0, 1.0), x0, 0.0, 1.0)
        K = steps_to_one(path, 0.0, 1.0)
        E = (1 + np.exp(-1)) * np.exp(-(1 + ratio)) / ratio
        assert x0 - 1 - E <= K < x0 + deficit_sum
        assert len(path) - 1 <= K + 5
        assert np.all(np.diff(path) < 0) and path[-1] > -1e-12
        for old, new in zip(path[K:-1], path[K + 1:]):
            assert new < old**2 / 2 + 1e-13   # rounding near the root

# Starts far above the root and at flat band
high = newton(model, start_high, root, Vt)
flat = newton(model, 0.0, root, Vt)
K_high = steps_to_one(high, root, Vt)
K_flat = 1 + steps_to_one(flat[1:], root, Vt)
x_high = (high - root) / Vt
far = x_high[:-1] > 5
step_high = -np.diff(high) / Vt
assert np.all(abs(step_high[far] - 1) < 0.01)
assert abs(flat[1] - V_G / (1 + a)) < 1e-12 and flat[1] > root + 5 * Vt

# A step cap helps only where the large upward jump would occur
high_cap = newton(model, start_high, root, Vt, 2 * Vt)
flat_cap = newton(model, 0.0, root, Vt, 2 * Vt)
assert len(high_cap) == len(high) and len(flat_cap) < len(flat)


# Newton with electron charge w = a exp(psi/Vt) as the unknown
def charge_update(w):
    return w - (np.log(w / a) + w - a - g) / (1 / w + 1)


def charge_count(psi):
    w, count = a * np.exp(psi / Vt), 0
    while abs(np.log(w / a) - root / Vt) > 1e-9:
        w, count = charge_update(w), count + 1
        assert w > 0 and count < 100
    return count


count_w_flat = charge_count(0.0)
count_w_over = charge_count(flat[1])
w_bad = charge_update(a * np.exp(start_high / Vt))
assert w_bad < 0 and count_w_over < len(flat) - 2

# Weak carrier capacitance at the root: crawl followed by a long step
weak_a, weak_g, weak_start = 1e-8, 5.0, 35.0
weak_model = balance(weak_a, 1.0, weak_g, 1.0)
weak_root = brentq(weak_model[0], 0.0, 10.0, xtol=1e-15)
weak = newton(weak_model, weak_start, weak_root, 1.0)
weak_steps = -np.diff(weak)
jump = int(np.argmax(weak_steps))
weak_A = weak_a * np.exp(weak_root)
assert abs(weak_steps[0] - 1) < 1e-4 and weak_steps[jump] > 3

# Square-well subbands with Fermi-Dirac filling
m_e = mass * const.m_e
N2 = m_e * const.k * T / (np.pi * const.hbar**2) * 1e-4     # cm^-2
E1 = (const.hbar * np.pi / (t_film * 0.01))**2 / (2 * m_e) / q
levels = E1 * np.arange(1, 16)**2 / Vt


def sheet(eta):
    return N2 * np.sum(np.logaddexp(0, eta - levels))


eta0 = brentq(lambda e: np.log(sheet(e) / (N_D * t_film)), -40, 20)
fermi = (lambda p: q * (sheet(eta0 + p / Vt) - N_D * t_film) - C * (V_G - p),
         lambda p: q * N2 * np.sum(expit(eta0 + p / Vt - levels)) / Vt + C)
root_fermi = brentq(fermi[0], 0.0, 1.0, xtol=1e-15)
path_fermi = newton(fermi, start_high, root_fermi, Vt)
first_fermi = (path_fermi[0] - path_fermi[1]) / Vt
assert first_fermi > 5 and len(path_fermi) < len(high) / 2

# Other neglected effects
D_it = 1e12                              # cm^-2 eV^-1, rough
C_it = q * D_it
trap_model = balance(Q0, C + C_it, V_G * C / (C + C_it), Vt)
root_trap = brentq(trap_model[0], 0.0, 1.0, xtol=1e-15)
path_trap = newton(trap_model, start_high, root_trap, Vt)
field_ins = (V_G - root) / t_ins
drop_film = C * (V_G - root) * t_film / (2 * eps_film * eps0)
barrier, tunnel_mass = 3.0, 0.4
tunnel = 2 * t_ins * 0.01 * np.sqrt(
    2 * tunnel_mass * const.m_e * barrier * q) / const.hbar
gap, band_density = 3.6, 1e19            # eV, cm^-3, rough
log_holes = np.log10(band_density**2 / N_D**2) - gap / Vt / np.log(10)
T_hot = 400.0
Vt_hot = const.k * T_hot / q
hot_model = balance(Q0, C, V_G, Vt_hot)
root_hot = brentq(hot_model[0], 0.0, 1.0, xtol=1e-15)
path_hot = newton(hot_model, start_high, root_hot, Vt_hot)

print(f"T = {T:.0f} K, Vt = {Vt*1e3:.3f} mV")
print(f"film {t_film*1e7:.0f} nm, insulator {t_ins*1e7:.0f} nm")
print(f"relative permittivity: insulator {eps_ins}, film {eps_film}")
print(f"N_D = {N_D:.1e} cm^-3, V_G = {V_G:.2f} V")
print(f"C = {C*1e6:.4f} uF/cm2, q t N_D = {Q0*1e6:.3e} uC/cm2")
print(f"a = {a:.4f}, g = {g:.3f} (dimensionless)")
print(f"root = {root:.6f} V = {root/Vt:.4f} Vt")
print(f"electron density at root = {n_root:.3e} cm^-3, A = {A:.3f}")
print(f"steps exceed Vt above psi = {root+(1+A)*Vt:.4f} V")
print(f"largest sampled excess {float(largest_excess):.3e} Vt")
print(f"excess bound {float(excess_bound):.3e} Vt")
print(f"upper count offset = {deficit_sum:.4f} steps")
print("start at 1 V: k, psi (V), x (Vt), next step (Vt), n (cm^-3)")
shown = {0, 1, 2, 10, 20, 30} | set(range(K_high - 2, len(high)))
for k in sorted(i for i in shown if i < len(high)):
    following = f"{step_high[k]:.6f}" if k < len(step_high) else "end"
    density = N_D * np.exp(high[k] / Vt)
    print(f"{k:2d} {high[k]:.6f} {x_high[k]:.3e} {following} {density:.3e}")
print(f"high start: {K_high} steps to within Vt, {len(high)-1} to 1e-9 Vt")
print(f"flat start: first iterate {flat[1]:.6f} V")
print(f"first iterate excess = {(flat[1]-root)/Vt:.3f} Vt")
print(f"flat start: {K_flat} steps to within Vt, {len(flat)-1} to 1e-9 Vt")
print(f"2 Vt cap: high {len(high_cap)-1}, flat {len(flat_cap)-1} steps")
print(f"charge variable from flat band: {count_w_flat} steps")
print(f"charge variable from first flat iterate: {count_w_over} steps")
print(f"charge variable from 1 V: first w = {w_bad:.3f} (invalid)")
print(f"weak case: a = {weak_a:.0e}, g = {weak_g:.0f}, u0 = {weak_start:.0f}")
print(f"weak case: A = {weak_A:.3e}, root = {weak_root:.4f} Vt")
print(f"weak longest step {weak_steps[jump]:.3f} Vt, x={weak[jump]-weak_root:.3f}")
print(f"weak case total = {len(weak)-1} steps")
print(f"subbands: mass {mass} m_e, E1 = {E1*1e3:.2f} meV, N2 = {N2:.3e} cm^-2")
print(f"subband root shift = {(root_fermi-root)*1e3:.3f} mV")
print(f"subbands: first step {first_fermi:.3f} Vt, total {len(path_fermi)-1}")
print(f"traps {D_it:.0e} cm^-2 eV^-1: root shift {(root_trap-root)*1e3:.3f} mV")
print(f"traps: total {len(path_trap)-1} steps from 1 V")
print(f"drop across film = {drop_film*1e3:.2f} mV")
print(f"insulator field = {field_ins/1e6:.4f} MV/cm")
print(f"tunnel exponent = {tunnel:.1f} ({barrier:.0f} eV, {tunnel_mass} m_e)")
print(f"log10(holes/electrons), flat band = {log_holes:.1f} (gap {gap} eV)")
print(f"{T_hot:.0f} K: root {root_hot:.5f} V, {len(path_hot)-1} steps from 1 V")
print("done: every assertion held")
```

Running it gives:

```
T = 300 K, Vt = 25.852 mV
film 4 nm, insulator 20 nm
relative permittivity: insulator 3.9, film 10.0
N_D = 1.0e+16 cm^-3, V_G = 0.50 V
C = 0.1727 uF/cm2, q t N_D = 6.409e-04 uC/cm2
a = 0.1436, g = 19.341 (dimensionless)
root = 0.119917 V = 4.6386 Vt
electron density at root = 1.034e+18 cm^-3, A = 14.846
steps exceed Vt above psi = 0.5296 V
largest sampled excess 3.253e-09 Vt
excess bound 3.253e-09 Vt
upper count offset = 0.7852 steps
start at 1 V: k, psi (V), x (Vt), next step (Vt), n (cm^-3)
 0 1.000000 3.404e+01 1.000000 6.299e+32
 1 0.974148 3.304e+01 1.000000 2.317e+32
 2 0.948296 3.204e+01 1.000000 8.525e+31
10 0.741480 2.404e+01 1.000000 2.860e+28
20 0.482960 1.404e+01 1.000000 1.298e+24
30 0.224621 4.050e+00 0.986175 5.936e+19
32 0.174311 2.104e+00 0.888030 8.478e+18
33 0.151354 1.216e+00 0.713627 3.488e+18
34 0.132905 5.024e-01 0.399135 1.709e+18
35 0.122586 1.033e-01 0.098411 1.146e+18
36 0.120042 4.858e-03 0.004847 1.039e+18
37 0.119917 1.104e-05 0.000011 1.034e+18
38 0.119917 5.712e-11 end 1.034e+18
high start: 34 steps to within Vt, 38 to 1e-9 Vt
flat start: first iterate 0.437224 V
first iterate excess = 12.274 Vt
flat start: 13 steps to within Vt, 18 to 1e-9 Vt
2 Vt cap: high 38, flat 7 steps
charge variable from flat band: 5 steps
charge variable from first flat iterate: 5 steps
charge variable from 1 V: first w = -18.000 (invalid)
weak case: a = 1e-08, g = 5, u0 = 35
weak case: A = 1.484e-06, root = 5.0000 Vt
weak longest step 9.912 Vt, x=11.941
weak case total = 18 steps
subbands: mass 0.3 m_e, E1 = 78.34 meV, N2 = 3.240e+12 cm^-2
subband root shift = 1.541 mV
subbands: first step 20.872 Vt, total 9
traps 1e+12 cm^-2 eV^-1: root shift -7.513 mV
traps: total 38 steps from 1 V
drop across film = 14.82 mV
insulator field = 0.1900 MV/cm
tunnel exponent = 224.5 (3 eV, 0.4 m_e)
log10(holes/electrons), flat band = -54.5 (gap 3.6 eV)
400 K: root 0.15644 V, 29 steps from 1 V
done: every assertion held
```
